\section*{Weak-Field Mean Cubed Cosine of Independently Poled Dipolar Chromophores}

\section{Definitions and conventions}

A dipolar chromophore is modelled as a rigid rod with unit axis $\mathbf n$ and permanent dipole $\mu\mathbf n$, $\mu>0$. A static poling field is applied along the laboratory axis $Z$. Let $E$ be the applied macroscopic field in the film and $F$ the field that turns the dipole. They are related by $F=fE$, where $f$ is a local-field factor. With
\begin{equation}
x=\cos\theta=\mathbf n\cdot\hat{\mathbf Z},\qquad u=\frac{\mu F}{kT},
\end{equation}
the orientational energy is
\begin{equation}
W=-\mu F x .
\end{equation}
The minus sign makes the parallel orientation the lowest in energy. The phrase ``dipole energy'' below means the positive scale $\mu F$, not $W$ itself. Angle brackets denote thermal averages, and a subscript $0$ denotes zero field.

The cube of the cosine matters because of the second-order optical response. Suppose that the molecular hyperpolarizability has the single component $\beta$ along the rod. In laboratory axes it is
\begin{equation}
\beta_{ijk}=\beta\,n_in_jn_k,\qquad \beta_{ZZZ}=\beta x^3 .
\end{equation}
For a given dye density and fixed optical local-field factors, the axial electro-optic response of this model is therefore proportional to $\langle x^3\rangle$.

\section{The theorem}

\textbf{Assumptions.} (A1) The chromophores do not interact with one another, apart from the mean effect of the medium contained in $F$. (A2) They rotate classically and reach equilibrium at temperature $T$. (A3) The only orientational energy is $W=-\mu Fx$.

\textbf{Theorem.} Under A1--A3, for $u>0$,
\begin{equation}
\langle x^3\rangle=\left(1+\frac{6}{u^2}\right)\coth u-\frac3u-\frac6{u^3},
\label{exact}
\end{equation}
and for small $u$
\begin{equation}
\langle x^3\rangle=\frac u5-\frac{u^3}{105}+O(u^5).
\label{weak}
\end{equation}
To first order in the field,
\begin{equation}
\boxed{\langle\cos^3\theta\rangle\simeq\frac{\mu F}{5kT}} .
\end{equation}

The boxed formula is a limiting law. It cannot hold at all fields, since it passes $1$ at $u=5$ while $x^3$ never exceeds $1$.

\section{Two lemmas and the proof}

\textbf{Lemma 1 (distribution of one axis).} Under A1--A3 the probability density of $x$ on $[-1,1]$ is
\begin{equation}
P(x)=\frac{e^{ux}}{Z},\qquad Z=\int_{-1}^{1}e^{ux}\,dx=\frac{2\sinh u}{u}.
\label{P}
\end{equation}

\textit{Proof.} By A1 the total energy is a sum $\sum_jH_j$ of one-molecule energies, so the Boltzmann factor is the product $\prod_je^{-H_j/kT}$. In the average of a function of one molecule, the integrals over all the others appear equally in numerator and denominator and cancel. One molecule remains.

A rod with moment of inertia $I$ has kinetic energy $\tfrac12I(\dot\theta^2+\sin^2\theta\,\dot\phi^2)$. Its momenta are $p_\theta=I\dot\theta$ and $p_\phi=I\sin^2\theta\,\dot\phi$, so that
\begin{equation}
H=\frac{p_\theta^2}{2I}+\frac{p_\phi^2}{2I\sin^2\theta}-\mu F\cos\theta .
\end{equation}
Classical phase space has the uniform measure $d\theta\,d\phi\,dp_\theta\,dp_\phi$. The two Gaussian integrals over momenta give
\begin{equation}
\sqrt{2\pi IkT}\;\sqrt{2\pi IkT\sin^2\theta}=2\pi IkT\sin\theta .
\end{equation}
The weight of $\theta$ is thus $\sin\theta\,e^{u\cos\theta}d\theta$. Since $|dx|=\sin\theta\,d\theta$, it becomes $e^{ux}dx$. The constants and the integral over $\phi$ cancel on normalization. $\square$

The factor $\sin\theta$ is the solid-angle weight: more orientations lie near the equator than near the poles.

\textbf{Lemma 2 (recursion for the moments).} For $n\ge1$,
\begin{equation}
\langle x^n\rangle=\frac{e^u-(-1)^ne^{-u}}{uZ}-\frac nu\langle x^{n-1}\rangle .
\label{rec}
\end{equation}

\textit{Proof.} Integrate by parts:
\begin{equation}
\int_{-1}^1x^ne^{ux}dx=\left[\frac{x^ne^{ux}}u\right]_{-1}^1-\frac nu\int_{-1}^1x^{n-1}e^{ux}dx ,
\end{equation}
and divide by $Z$. $\square$

\textbf{Proof of the theorem.} Since $uZ=2\sinh u$, the first term of (\ref{rec}) is $2\cosh u/(2\sinh u)=\coth u$ for odd $n$, and $2\sinh u/(2\sinh u)=1$ for even $n$. Starting from $\langle x^0\rangle=1$,
\begin{align}
\langle x\rangle&=\coth u-\frac1u,\\
\langle x^2\rangle&=1-\frac2u\langle x\rangle=1-\frac2u\coth u+\frac2{u^2},\\
\langle x^3\rangle&=\coth u-\frac3u\langle x^2\rangle
=\coth u-\frac3u+\frac6{u^2}\coth u-\frac6{u^3}.
\end{align}
The last line is (\ref{exact}).

For weak fields it is easier to expand the defining integrals than the closed form, whose separate terms diverge at $u=0$. Odd powers of $x$ integrate to zero and $\int_{-1}^1x^{2m}dx=2/(2m+1)$. Therefore
\begin{align}
\int_{-1}^1x^3e^{ux}dx&=u\int_{-1}^1x^4dx+\frac{u^3}{6}\int_{-1}^1x^6dx+O(u^5)\notag\\
&=2\left(\frac u5+\frac{u^3}{42}\right)+O(u^5),\\
Z&=2\left(1+\frac{u^2}6\right)+O(u^4).
\end{align}
With $1/(1+u^2/6)=1-u^2/6+O(u^4)$, the quotient is
\begin{equation}
\langle x^3\rangle=\frac u5+u^3\left(\frac1{42}-\frac1{30}\right)+O(u^5)
=\frac u5-\frac{u^3}{105}+O(u^5),
\end{equation}
because $\frac1{42}-\frac1{30}=\frac{5-7}{210}=-\frac1{105}$. $\square$

\textbf{Remark 1 (where the five comes from).} The factor $1/5$ is the isotropic average $\langle x^4\rangle_0$: three powers of $x$ belong to the quantity measured and one to the field energy. The Legendre polynomial $P_3=(5x^3-3x)/2$ gives a second view. Solving for the cube,
\begin{equation}
x^3=\tfrac35x+\tfrac25P_3(x).
\label{leg}
\end{equation}
At first order $\langle P_3\rangle=u\langle P_3x\rangle_0=\tfrac u2\left(5\cdot\tfrac15-3\cdot\tfrac13\right)=0$, while $\langle x\rangle=u\langle x^2\rangle_0=u/3$. Hence $\langle x^3\rangle=\tfrac35\cdot\tfrac u3=\tfrac u5$.

\textbf{Remark 2 (strong field).} For $u\gg1$, $\coth u\to1$ up to exponentially small terms, and (\ref{exact}) gives
\begin{equation}
\langle x^3\rangle\simeq1-\frac3u+\frac6{u^2}-\frac6{u^3}.
\end{equation}
The order saturates at $1$, and the approach is slow, with a deficit of $3/u$ at leading order.

\textbf{Corollary (transverse component).} To first order in $u$, $\langle n_Zn_X^2\rangle=u/15$, one third of the axial value.

\textit{Proof.} Here $n_X=\sin\theta\cos\phi$, and $\phi$ is uniformly distributed, so $\cos^2\phi$ averages to $\tfrac12$. Then
\begin{equation}
\langle n_Zn_X^2\rangle=\tfrac12\langle x(1-x^2)\rangle=\tfrac12\left(\frac u3-\frac u5\right)=\frac u{15}.\qquad\square
\end{equation}

\section{The field that acts on the dipole}

The theorem contains $F$, but an experimenter sets $E$. A simple model of their ratio places the chromophore, as a polarizable point dipole, at the centre of a spherical cavity of radius $a$ in a medium of static relative permittivity $\varepsilon$. Its polarizability $\alpha$ is taken as isotropic and tied to a refractive index $n$ by
\begin{equation}
\frac{\alpha}{4\pi\varepsilon_0a^3}=\frac{n^2-1}{n^2+2}.
\label{alpha}
\end{equation}

\textbf{Lemma 3.} In this model, with $\mu$ the vacuum dipole,
\begin{equation}
f=\frac{\varepsilon(n^2+2)}{2\varepsilon+n^2}.
\label{f}
\end{equation}

\textit{Proof.} First take the cavity empty. Let $\vartheta$ be the polar angle of the point of observation. The potential is $-Gr\cos\vartheta$ inside and $(-Er+c/r^2)\cos\vartheta$ outside. Continuity of the potential and of the normal displacement at $r=a$ gives
\begin{equation}
G=E-\frac c{a^3},\qquad G=\varepsilon\left(E+\frac{2c}{a^3}\right).
\end{equation}
Eliminating $c/a^3=E-G$ yields $G=\varepsilon(3E-2G)$, so $G=3\varepsilon E/(2\varepsilon+1)$.

Next put a total dipole $m$ in the cavity without applied field, and write $m'=m/4\pi\varepsilon_0$. With polar angle measured from the dipole, the potential is $(m'/r^2-Rr)\cos\vartheta$ inside and $(d/r^2)\cos\vartheta$ outside. The two conditions are
\begin{equation}
\frac{m'}{a^3}-R=\frac d{a^3},\qquad \frac{2m'}{a^3}+R=\frac{2\varepsilon d}{a^3}.
\end{equation}
Eliminating $d$ gives the reaction field
\begin{equation}
R=\rho m,\qquad \rho=\frac{1}{4\pi\varepsilon_0a^3}\,\frac{2(\varepsilon-1)}{2\varepsilon+1}.
\end{equation}

Together, $\mathbf m=\mu\mathbf n+\alpha(\mathbf G+\rho\mathbf m)$, so $\mathbf m=(\mu\mathbf n+\alpha\mathbf G)/(1-\alpha\rho)$. The reaction field is parallel to $\mathbf m$ and exerts no torque. The torque is
\begin{equation}
\mathbf m\times\mathbf G=\mu\mathbf n\times\frac{\mathbf G}{1-\alpha\rho},
\end{equation}
since $\mathbf G\times\mathbf G=0$. This is the torque belonging to $W=-\mu Fx$ with $F=G/(1-\alpha\rho)$. Finally,
\begin{align}
1-\alpha\rho&=\frac{(2\varepsilon+1)(n^2+2)-2(\varepsilon-1)(n^2-1)}{(2\varepsilon+1)(n^2+2)}\notag\\
&=\frac{3(2\varepsilon+n^2)}{(2\varepsilon+1)(n^2+2)},
\end{align}
and division of $G/E$ by this quantity gives (\ref{f}). $\square$

\section{Worked example: an azo-dye polymer film}

Take rough values for a guest--host film of the kind made from the dye Disperse Red 1 in poly(methyl methacrylate): $\mu=8$ D, $E=1$ MV/cm, $T=380$ K, $\varepsilon=3.5$, $n=1.6$ and a dye density $N=2\times10^{20}$ cm$^{-3}$. The full numerical output follows the text.

Equation (\ref{f}) gives
\begin{equation}
f=\frac{3.5\,(2.56+2)}{7+2.56}=1.67,
\end{equation}
hence $F=1.67$ MV/cm. The dipole energy is $\mu F=27.8$ meV and the thermal energy is $kT=32.7$ meV. Therefore
\begin{equation}
u=\frac{27.81}{32.75}=0.849,\qquad \frac u5=0.170 .
\end{equation}
The full classical average (\ref{exact}) is $0.164$. The linear law is $3.3\%$ above it, close to the leading estimate $u^2/21=3.4\%$ that follows from (\ref{weak}). Although $u$ is not far below one, the small coefficient $1/21$ keeps the law useful. It becomes $10\%$ too high, relative to (\ref{exact}), at $u=1.51$.

Tripling the field to $3$ MV/cm, a rough breakdown value, with the other inputs fixed, gives $u=2.55$. The linear law then predicts $0.51$ where (\ref{exact}) gives $0.41$, an excess of $25\%$. Near breakdown the full formula is needed.

The temperature must be the one at which the orientation was last in equilibrium. If rotation stops at $380$ K and the film is then used at $298$ K, the frozen order remains that of $380$ K in this model. Inserting $298$ K would give $0.217$ instead of $0.170$, too high by the factor $380/298$, or $27.5\%$.

\section{What the assumptions leave out}

\textbf{Remark 3 (correlated chromophores, A1).} Let the dyes interact, and let the same field $F$ act on each. Expanding the Boltzmann factor to first order in $F$ gives
\begin{equation}
\langle x_1^3\rangle=u\sum_j\langle x_1^3x_j\rangle_0 .
\end{equation}
Without field the sample is isotropic, so one may average over the direction $\mathbf e$ of the field axis, using
\begin{equation}
\overline{e_ie_je_ke_l}=\tfrac1{15}(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}).
\end{equation}
Contraction with three factors $\mathbf n_1$ and one $\mathbf n_j$ gives $\tfrac3{15}\mathbf n_1\cdot\mathbf n_j$. The term $j=1$ gives $\tfrac15$, so
\begin{equation}
\langle x_1^3\rangle=\frac u5\left(1+\sum_{j\ne1}\langle\mathbf n_1\cdot\mathbf n_j\rangle_0\right).
\label{corr}
\end{equation}
Parallel correlation raises the order and antiparallel correlation lowers it.

For two point dipoles at separation $r\hat{\mathbf r}$ the interaction energy divided by $kT$ is $\lambda A$, with
\begin{equation}
\lambda=\frac{\mu^2}{4\pi\varepsilon_0r^3kT},\quad
A=\mathbf n_1\cdot\mathbf n_2-3(\mathbf n_1\cdot\hat{\mathbf r})(\mathbf n_2\cdot\hat{\mathbf r}).
\end{equation}
To first order in density the sum in (\ref{corr}) is $N\int d^3r\,C(\lambda)$, where $C=\langle\mathbf n_1\cdot\mathbf n_2\,e^{-\lambda A}\rangle$ is averaged over independent isotropic axes. In axes with $\hat{\mathbf r}$ along the third direction, $A=\sum_at_an_{1a}n_{2a}$ with $t=(1,1,-2)$. The term of order $\lambda$ in $C$ is $-\lambda\sum_at_a/9=0$. That of order $\lambda^2$ is odd in $\mathbf n_1$ and vanishes. For order $\lambda^3$ one needs $\langle\mathbf n_1\cdot\mathbf n_2A^3\rangle$. The fourth moments of a unit vector are $\tfrac15$ for four equal indices and $\tfrac1{15}$ for two different pairs. Both axes contribute the same moment, so it enters squared:
\begin{align}
\langle\mathbf n_1\cdot\mathbf n_2A^3\rangle
&=\frac1{25}\sum_at_a^3+\frac3{225}\sum_{a\ne c}t_at_c^2\notag\\
&=-\frac6{25}+\frac{3\cdot6}{225}=-\frac4{25}.
\end{align}
Here $\sum_{a\ne c}t_at_c^2=(\sum t)(\sum t^2)-\sum t^3=6$. Hence $C\simeq-\frac{\lambda^3}{6}\left(-\frac4{25}\right)=\frac{2\lambda^3}{75}$, a weak parallel correlation.

In the example $\lambda=0.24$ at the mean spacing $N^{-1/3}=1.71$ nm, but $1.22$ at an assumed closest distance of $1$ nm. Integration of the full $C(\lambda)$ outside this spherical core raises the order by $2.3\%$, and by $4.8\%$ for a core of $0.9$ nm. This is the pair term for unscreened point dipoles, not a bound, and at this density it is not the leading term. Because it starts only at $\lambda^3$, it is exceeded by the term of second order in density, in which two dyes are correlated through a third. For neighbours summed over a large sphere inside an extended sample, that term is $\tfrac{17}{16}y^2$ with $y=N\mu^2/9\varepsilon_0kT=0.34$, about $+12\%$. Real dyes are elongated and can approach side by side. With $\hat{\mathbf r}$ perpendicular to both axes, $A=\mathbf n_1\cdot\mathbf n_2$, which favours antiparallel pairs, so molecular shape can reverse the sign of the correction and make it much larger than the value for a spherical core.

\textbf{Remark 4 (anisotropic polarizability, A3).} If the polarizability along the rod exceeds that across it by $\Delta\alpha$, the energy gains $-\tfrac12\Delta\alpha F^2x^2$, and the exponent becomes $ux+wx^2$ with $w=\Delta\alpha F^2/2kT$. To first order in $u$ and then in $w$,
\begin{equation}
\langle x^3\rangle=u\,\frac{\frac15+\frac w7}{1+\frac w3}
\simeq u\left[\frac15+w\left(\frac17-\frac1{15}\right)\right]
=\frac u5\left(1+\frac{8w}{21}\right).
\end{equation}
For a rough anisotropy volume $\Delta\alpha/4\pi\varepsilon_0=30$ \AA$^3$, and with the same $F$ used as an estimate of the polarizing field, $w=0.009$. At the $u$ of the example this quadratic term alone raises the order by $0.3\%$. Anisotropy also changes $F$ itself: in the cavity model of Lemma 3, the $\alpha$ in $F=G/(1-\alpha\rho)$ becomes the polarizability along the rod. With the mean polarizability kept at (\ref{alpha}) and an assumed radius $a=5.5$ \AA, this raises $F$ by about $11\%$; the figure is $8\%$ for $a=6$ \AA\ and $18\%$ for $a=4.7$ \AA. The larger effect of anisotropy is therefore on the local-field factor, but its sign depends on the cavity shape. If the dye is instead a prolate spheroid of index $n$ with its dipole along the long axis, $f$ falls, by about $20\%$ at an aspect ratio of $2$.

\textbf{Remark 5 (quantum rotation, A2).} A free quantum rod has levels $BJ(J+1)$, $B=\hbar^2/2I$. The field shifts them at second order through the neighbours $J\pm1$. From $|\langle J{+}1,M|x|J,M\rangle|^2=\frac{(J+1)^2-M^2}{(2J+1)(2J+3)}$, the sum over $M$ is $(J+1)/3$. The gap to the upper neighbour is $2B(J+1)$, and that to the lower one is $2BJ$. The shifts summed over $M$ are therefore
\begin{equation}
(\mu F)^2\left[-\frac1{6B}+\frac1{6B}\right]=0\quad(J\ge1),\qquad -\frac{(\mu F)^2}{6B}\quad(J=0).
\end{equation}
Let $Z_0$ be the zero-field partition function. The full one is $Z_0+(\mu F)^2/(6BkT)$ to this order. Differentiating $kT$ times its logarithm with respect to $\mu F$ gives $\langle x\rangle=\mu F/(3BZ_0)$. For $b=B/kT\ll1$ the Euler--Maclaurin formula gives $Z_0=\frac1b+\frac12-\frac16+O(b)=\frac1b+\frac13+O(b)$, so
\begin{equation}
\langle x\rangle=\frac u3\,\frac1{bZ_0}\simeq\frac u3\left(1-\frac{B}{3kT}\right).
\end{equation}
A field term of rank one induces no rank-three average at first order in an isotropic system, so (\ref{leg}) carries the same factor over to $\langle x^3\rangle$. For a uniform rod of mass $314$ u and length $1.2$ nm, $B/kT=1.7\times10^{-5}$, and the relative change is about $-6\times10^{-6}$. Classical averaging is well justified for free rotation. This figure does not describe fast libration in a stiff cage.

\textbf{Remark 6 (comparison with real films).} The chosen dipole, field, temperature and dye density are of the usual size for films of this kind, and none is meant as a measured value for a particular sample. The value $\varepsilon=3.5$ is low for a film in which the dyes rotate freely, since their own orientation adds about $2$ to the static permittivity at this density. Solved self-consistently for a nonpolar host of index $1.6$, the cavity model gives $\varepsilon\approx5.4$ and $f\approx1.85$, about $11\%$ above the value used. Of the effects sized here, the local field matters most: with $f=1$ and all other inputs fixed, $u/5$ falls from $0.170$ to $0.102$. The spherical cavity is a crude picture of an elongated dye, so the uncertainty of $f$ outweighs the $3\%$ error of linearization. Real films also break A1 through dye association, whose effect beyond the pair estimate is not determined here. Injected charge can make the field in the film differ from voltage divided by thickness; $E$ must then be the actual internal field. Finally, the frozen order is not an equilibrium state once the field is removed. Under A1--A3 the equilibrium value at $F=0$ is zero, so any remaining rotational mobility lets the order decay, at a rate that this equilibrium theory does not give.

\section*{Table of computed values}
\begin{verbatim}
TESTED COEFFICIENTS
Taylor coefficient of u: 0.200000
Taylor coefficient of u^3: -0.009524
transverse/axial tensor ratio: 0.3333
INPUTS (rough typical values)
vacuum dipole: 8.0 D
applied poling field: 1.0 MV/cm
poling (freezing) temperature: 380 K
static relative permittivity: 3.5
refractive index: 1.6
dye density: 2.0e+20 cm^-3
RESULTS
directing-field factor f: 1.669
directing field F: 1.669 MV/cm
dipole energy mu*F: 27.81 meV
thermal energy kT: 32.75 meV
u = mu*F/kT: 0.8491
linear <cos^3> = u/5: 0.1698
exact classical <cos^3>: 0.1643
exact classical <cos>: 0.2703
SIZE OF NEGLECTED EFFECTS
linear law too high by: 3.34 %
leading estimate u^2/21: 3.43 %
u where linear law is 10 % high: 1.513
u without local-field factor: 0.5086
u/5 without local-field factor: 0.1017
mean dye spacing: 1.71 nm
dipole coupling/kT at mean spacing: 0.244
assumed core distance: 1.0 nm
dipole coupling/kT at core distance: 1.220
dye-dye correlation change: +2.29 %
polarizability anisotropy volume: 30 A^3
anisotropy parameter w: 0.00887
anisotropy change of <cos^3>: +0.316 %
rod mass: 314 u; rod length: 1.2 nm
rotational constant/kT: 1.69e-05
quantum change -B/(3kT): -5.65e-04 %
room temperature: 298 K
u/5 if room temperature were used: 0.2166
excess from that mistake: 27.5 %
rough breakdown field: 3.0 MV/cm
u at breakdown field: 2.547
linear <cos^3> at breakdown: 0.5095
exact <cos^3> at breakdown: 0.4077
\end{verbatim}
